\section*{Landau quantization and the nondegenerate effective density of states}

\section{What symmetry and dimensions fix}

Consider electrons of charge $-e$ ($e>0$) in an isotropic parabolic band of mass $m$, with two spin states and $g_v$ equivalent valleys. A uniform field $B$ points along $z$. Measured from the zero-field band edge $E_c$, the one-electron Hamiltonian is
\begin{equation}
H=\frac{(\mathbf p+e\mathbf A)^2}{2m},\qquad \nabla\times\mathbf A=B\hat{\mathbf z}.
\label{eq:H}
\end{equation}
Spin splitting is left out for now. If the occupation is nondegenerate, each state has weight $e^{(\mu-E_c-E)/kT}$, where $\mu$ is the chemical potential, and the density can be written
\begin{equation}
n=N_c(B)\,e^{(\mu-E_c)/kT}.
\label{eq:def}
\end{equation}
This defines the effective density of states $N_c(B)$. Its reference energy is the zero-field edge, not the lowest level in the field.

In a large homogeneous sample, the ratio $F=N_c(B)/N_c(0)$ can depend on $eB$, $m$, $\hbar$ and $kT$. These four quantities involve three independent dimensions, so they form one dimensionless group, which we take as
\begin{equation}
u=\frac{\hbar\omega_c}{2kT},\qquad \omega_c=\frac{eB}{m}.
\end{equation}
Hence $F=F(u)$, with $F(0)=1$. Complex conjugation changes $\mathbf p$ to $-\mathbf p$ and so turns $H(B)$ into $H(-B)$ without changing its eigenvalues. Therefore $F$ is even. Since $u$ is proportional to $\hbar$, the classical limit has no field effect. Two calculations now give
\begin{equation}
F(u)=\frac{u}{\sinh u}.
\label{eq:result}
\end{equation}

\section{First derivation: sum over Landau levels}

At zero field, $E=\hbar^2k^2/2m$. Three equal Gaussian integrals give
\begin{align}
N_c(0)&=2g_v\left[\int_{-\infty}^{\infty}\frac{dk}{2\pi}
e^{-\hbar^2k^2/2mkT}\right]^3\nonumber\\
&=2g_v\left[\frac{1}{2\pi}\sqrt{\frac{2\pi mkT}{\hbar^2}}\right]^3
=2g_v\left(\frac{2\pi mkT}{h^2}\right)^{3/2}.
\label{eq:N0}
\end{align}

In the field choose $\mathbf A=(0,Bx,0)$. The momenta along $y$ and $z$ are conserved, so $\psi=e^{ik_yy+ik_zz}\phi(x)$ and
\begin{equation}
H=\frac{p_x^2}{2m}+\frac{m\omega_c^2}{2}(x-x_0)^2+\frac{\hbar^2k_z^2}{2m},
\qquad x_0=-\frac{\hbar k_y}{eB}.
\end{equation}
This is an oscillator centred at $x_0$, with energies
\begin{equation}
E_j(k_z)=\hbar\omega_c\left(j+\tfrac12\right)+\frac{\hbar^2k_z^2}{2m},
\quad j=0,1,2,\ldots
\end{equation}
The energy does not depend on $k_y$. In a sample of sides $L_x,L_y$, the centre must lie inside $L_x$, so $k_y$ covers a range $eBL_x/\hbar$ in steps of $2\pi/L_y$. Each level thus holds $eBL_xL_y/h$ states per spin and valley, or $eB/h$ per unit area. Edge corrections vanish when the sample is much wider than the orbits.

The remaining integral is one of the three factors in \eqref{eq:N0}:
\begin{equation}
N_c(B)=2g_v\frac{eB}{h}\frac{\sqrt{2\pi mkT}}{h}
\sum_{j=0}^{\infty}e^{-(2j+1)u}.
\end{equation}
The geometric series is
\begin{equation}
\sum_{j=0}^{\infty}e^{-(2j+1)u}
=\frac{e^{-u}}{1-e^{-2u}}=\frac{1}{e^u-e^{-u}}=\frac{1}{2\sinh u}.
\end{equation}
Division by \eqref{eq:N0} leaves
\begin{equation}
F=\frac{eB}{h}\frac{h^2}{2\pi mkT}\frac{1}{2\sinh u}
=\frac{\hbar\omega_c}{kT}\frac{1}{2\sinh u}=\frac{u}{\sinh u}.
\end{equation}

The same result can be split as
\begin{equation}
F=\frac{2u}{1-e^{-2u}}\,e^{-u}.
\label{eq:split}
\end{equation}
The first factor is the one obtained when energies are measured from the lowest level, $E_c+\hbar\omega_c/2$. It exceeds one, because $1-e^{-2u}<2u$ for $u>0$. The second is the cost of the zero-point energy. Their product is below one because $\sinh u>u$. The statement that the field lowers the effective density of states therefore belongs to the zero-field reference; the density $n$ at given $\mu$ is the same in either convention.

For small $u$, $\sinh u/u=1+u^2/6+\cdots$, so $F\simeq1-u^2/6$. For large $u$, $F\simeq2ue^{-u}$: one level remains, with a degeneracy proportional to $B$.

\section{Second derivation: thermal kernel at one point}

The density can also be found without the spectrum. Let $\beta=1/kT$ and let $G(\boldsymbol\rho,\beta)$ be the matrix element of $e^{-\beta H_\perp}$ between the origin and the point $\boldsymbol\rho$ of the $xy$ plane, where $H_\perp$ is the in-plane part of $H$. It obeys
\begin{equation}
-\frac{\partial G}{\partial\beta}=H_\perp G,\qquad
G(\boldsymbol\rho,0)=\delta^2(\boldsymbol\rho).
\label{eq:bloch}
\end{equation}
Its value at $\boldsymbol\rho=0$ is the sum of $|\psi|^2e^{-\beta E}$ over states, which is the Boltzmann-weighted number of states per area there.

In the symmetric gauge, $\mathbf A=\tfrac12B(-y,x,0)$,
\begin{equation}
H_\perp=-\frac{\hbar^2}{2m}\nabla_\perp^2+\frac{\omega_c}{2}L_z
+\frac{m\omega_c^2}{8}\rho^2 .
\end{equation}
The initial delta function is rotationally symmetric and $H_\perp$ commutes with $L_z$, so $L_zG=0$ at every $\beta$. Try $G=C(\beta)e^{-a(\beta)\rho^2}$. In two dimensions $\nabla_\perp^2e^{-a\rho^2}=(4a^2\rho^2-4a)e^{-a\rho^2}$, and \eqref{eq:bloch} becomes
\begin{equation}
-\frac{C'}{C}+a'\rho^2=-\frac{2\hbar^2a^2}{m}\rho^2
+\frac{2\hbar^2a}{m}+\frac{m\omega_c^2}{8}\rho^2 ,
\end{equation}
where a prime means $d/d\beta$. Equal powers of $\rho$ must match:
\begin{equation}
a'=\frac{m\omega_c^2}{8}-\frac{2\hbar^2a^2}{m},\qquad
\frac{C'}{C}=-\frac{2\hbar^2a}{m}.
\label{eq:odes}
\end{equation}
Put $a=(m\omega_c/4\hbar)c$ and use $u=\hbar\omega_c\beta/2$ as the variable. The first equation becomes $dc/du=1-c^2$. The kernel must shrink to a point as $\beta\to0$, so $c\to\infty$ there, and the solution is $c=\coth u$. The second equation becomes
\begin{equation}
\frac{d\ln C}{du}=-\coth u\quad\Rightarrow\quad C=\frac{C_0}{\sinh u}.
\end{equation}
The delta function has unit area, so
\begin{equation}
1=\lim_{\beta\to0}\frac{\pi C}{a}
=\lim_{u\to0}\frac{4\pi\hbar C_0}{m\omega_c\cosh u}
=\frac{4\pi\hbar C_0}{m\omega_c}.
\end{equation}
Thus
\begin{equation}
G(0,\beta)=\frac{m\omega_c}{4\pi\hbar\sinh u}
=\frac{mkT}{2\pi\hbar^2}\,\frac{u}{\sinh u}.
\end{equation}
The prefactor on the right is the zero-field value. Moving the origin to $\mathbf r_0$ changes the symmetric-gauge potential by a constant vector, which is a gradient. The associated phase cancels when both end points coincide, so every point has the same weight. Motion along $z$ contributes the same factor with and without the field. The ratio is again \eqref{eq:result}.

\section{What each derivation assumes}

Both derivations take one parabolic band, a uniform field, no scattering and Boltzmann weights. The first needs the level energies and a count of orbit centres in a large sample. In return it gives the energy-resolved density of states, to which any occupation function can be applied. The second needs neither levels nor a count; it uses rotational symmetry about one point and the equivalence of all points. It is tied to exponential weights.

That restriction can be relaxed while $\mu$ lies below the lowest level. With $z=e^{(\mu-E_c)/kT}$, the Fermi function is then a convergent series of exponentials whose $l$th term has $\beta$ replaced by $l\beta$. This replaces $u$ by $lu$ and multiplies $N_c(0)$ by $l^{-3/2}$:
\begin{equation}
n=N_c(0)\sum_{l=1}^{\infty}(-1)^{l+1}\frac{z^l}{l^{3/2}}\frac{lu}{\sinh lu}.
\end{equation}
Since $\sinh2u=2\sinh u\cosh u$, the second term lowers $n$ by the fraction $z/(2^{3/2}\cosh u)$. The Boltzmann result requires this to be small.

A calculation that uses neither route diagonalizes a square lattice with one flux quantum per $q$ cells and compares its thermal trace with the zero-field trace. Extrapolation from $q=200$ and $400$ gives $0.41320$ at $u=2.5$, against $0.41321$ from \eqref{eq:result}.

\section{Freeze-out in a field}

If all donors are ionized, neutrality fixes $n$ and the field shifts $\mu$ instead. In freeze-out $n$ itself responds. Let the donor level lie $E_D$ below the zero-field edge, with two spin states and no other degeneracy, and first neglect its shift in the field. The ratio of neutral to ionized donors is $2e^{(\mu-E_c+E_D)/kT}$. Multiplying its inverse by \eqref{eq:def} removes $\mu$. With all acceptors ionized and no holes, the ionized donors number $n+N_A$, and
\begin{equation}
\frac{n(n+N_A)}{N_D-N_A-n}=K,\qquad
K=\frac{N_c(0)}{2}\frac{u}{\sinh u}e^{-E_D/kT}.
\label{eq:K}
\end{equation}
Clearing the fraction gives $n^2+(N_A+K)n-K(N_D-N_A)=0$. Its positive root, in a form free of cancellation, is
\begin{equation}
n=\frac{2K(N_D-N_A)}{N_A+K+\sqrt{(N_A+K)^2+4K(N_D-N_A)}}.
\label{eq:root}
\end{equation}
Spin energies $\pm g\mu_BB/2$ multiply the band density by $\cosh(g\mu_BB/2kT)$. If the donor electron has the same $g$, its partition function gains the same factor, which cancels in $K$.

Take rough values in the regime of lightly doped $n$-type germanium: $g_v=4$, $m=0.22\,m_0$, relative permittivity $\epsilon_r=16$, $N_D=10^{14}$ and $N_A=10^{13}\ \mathrm{cm^{-3}}$, $T=10$ K and $B=3$ T. Then $kT=0.8617$ meV, $\hbar\omega_c=1.5786$ meV, and
\begin{equation}
u=\frac{1.5786}{2(0.8617)}=0.916,\qquad
F=\frac{0.9160}{1.0495}=0.873.
\end{equation}
In \eqref{eq:split} this is $2.181\times0.400$. The effective density of states falls from $6.30\times10^{16}$ to $5.50\times10^{16}\ \mathrm{cm^{-3}}$. At the same field, $F$ is $0.60$ at 5 K and $0.998$ at 77 K.

The hydrogenic donor energy, the Rydberg energy times $0.22/16^2$, is $11.69$ meV. Equation \eqref{eq:K} gives $K=4.04\times10^{10}\ \mathrm{cm^{-3}}$ without the field and $3.52\times10^{10}$ with it. From \eqref{eq:root}, $n$ falls from $3.50\times10^{11}$ to $3.06\times10^{11}\ \mathrm{cm^{-3}}$, a ratio of $0.877$. This is slightly above $F$ because \eqref{eq:K} gives
\begin{equation}
\frac{d\ln K}{d\ln n}=1+\frac{n}{n+N_A}+\frac{n}{N_D-N_A-n}>1.
\end{equation}
With $N_A=0$ and $n\ll N_D$, $n\simeq\sqrt{KN_D}$, and the ratio is near $\sqrt F$; the root gives $0.935$.

\section{Germanium beyond the isotropic model}

The conduction valleys of germanium are ellipsoids, with rough masses $m_t=0.08\,m_0$ and $m_l=1.6\,m_0$. Let $\boldsymbol\pi=\mathbf p+e\mathbf A$ and let the valley axis lie in the $xz$ plane at angle $\theta$ to $B$. With inverse-mass tensor $W$, $W_{yy}=1/m_t$ and $W_{xx}=\cos^2\theta/m_t+\sin^2\theta/m_l$. At fixed $\pi_z=\hbar k_z$, completing the square gives
\begin{equation}
H=\frac{W_{xx}}2\left(\pi_x+\frac{W_{xz}}{W_{xx}}\hbar k_z\right)^2
+\frac{W_{yy}}2\pi_y^2+\frac{\hbar^2k_z^2}{2m_B}.
\end{equation}
The shift leaves $[\pi_x,\pi_y]=-i\hbar eB$ unchanged, so the oscillator frequency is $eB\sqrt{W_{xx}W_{yy}}=eB/m_c$, with
\begin{equation}
\frac1{m_c^2}=\frac{\cos^2\theta}{m_t^2}+\frac{\sin^2\theta}{m_tm_l}.
\end{equation}
Also $1/m_B=W_{zz}-W_{xz}^2/W_{xx}=1/(m_tm_lW_{xx})$, since $W_{xx}W_{zz}-W_{xz}^2=1/(m_tm_l)$. With $W_{xx}=m_t/m_c^2$, this gives $m_B=m_t^2m_l/m_c^2$. The level sum now carries $eB\sqrt{m_B}$ and the zero-field density $\sqrt{m_t^2m_l}$. Their ratio is $eB/m_c$, so the factor keeps its form with $u_c=\hbar eB/(2m_ckT)$.

For $B$ along $[001]$, $\cos^2\theta=1/3$ in all four valleys. Then $m_c=0.132\,m_0$, $u_c=1.53$ and the factor is $0.70$, not $0.87$.

The donor level also rises. For an isotropic donor of radius $a=3.85$ nm, $\langle x^2+y^2\rangle=2a^2$, and the quadratic term in $H$ gives a first-order shift $e^2B^2a^2/4m=0.027$ meV; the linear term vanishes because $L_z=0$. This multiplies $K$ by $e^{0.0266/0.8617}=1.03$. For the ellipsoidal donor, take the trial function $\exp[-\sqrt{(x^2+y^2)/a^2+z^2/b^2}]$ in valley axes. Rescaling each axis maps it onto the hydrogen ground state, so its energy is
\begin{equation}
\frac{\hbar^2}{6}\left(\frac{2}{m_ta^2}+\frac1{m_lb^2}\right)
-\frac{e^2}{4\pi\epsilon_0\epsilon_r}\int_0^1\!\frac{dt}{\sqrt{a^2(1-t^2)+b^2t^2}}.
\end{equation}
The minimum has $a=6.56$ nm, $b=2.30$ nm and a binding energy of $8.9$ meV. This is $2.8$ meV less than the isotropic value and would multiply $K$ by about 25, with and without the field alike. The first-order shift in the symmetric gauge,
\begin{equation}
\frac{e^2B^2}{8}\left[\frac{2a^2\cos^2\theta+b^2\sin^2\theta}{m_t}
+\frac{a^2\sin^2\theta}{m_l}\right],
\end{equation}
is $0.083$ meV and raises $K$ by about 10\%. With unequal masses the term linear in $B$ also contributes at order $B^2$, so this value depends slightly on the gauge, and it depends on the trial function. A converged Gaussian-basis solution of the same Hamiltonian at 3 T gives $0.082$ meV, with root-mean-square extents of $6.67$ and $2.14$ nm at zero field. The estimate for $K(B)/K(0)$ is then $0.77$, against $0.90$ for the isotropic model with its donor shift.

Anisotropy is thus the largest of the corrections estimated here for the field ratio. Collision broadening, taken as Gaussian with standard deviation $\hbar/\tau$ and with $\tau$ from a rough mobility $e\tau/m=10^5\ \mathrm{cm^2/Vs}$, changes $N_c$ by about 0.2\%; nonparabolicity with a $0.8$ eV gap changes the zero-field $N_c$ by about 0.4\%; degeneracy lowers $n$ at fixed $\mu$ by about $10^{-6}$. The mobility-based width leaves out the smooth potential of the $2\times10^{13}\ \mathrm{cm^{-3}}$ ionized centres. For a screening length of 280 to 370 nm its root-mean-square value is $0.5$ to $0.6$ meV. To second order this raises $N_c$ by 20 to 30\%, but it changes the field ratio by less than 0.1\%. The absolute density is much less certain than the ratio: a change of 1 meV in $E_D$ changes $K$ by a factor $e^{1/0.8617}\simeq3.2$. The twofold donor degeneracy in \eqref{eq:K} also requires a valley-orbit splitting $\Delta$ well above $kT$. Otherwise $K$ is divided by $1+3e^{-\Delta/kT}$, which is $1.09$ for $\Delta=3$ meV, about 3 for $0.3$ meV, and 4 for a purely hydrogenic donor in four valleys. These numbers describe equilibrium without an applied electric field, so impact ionization of donors is outside their scope. The numerical output lists the remaining estimates.

\section*{Computed results}
\begin{verbatim}
Inputs: T = 10 K, B = 3 T, valleys = 4
Isotropic mass = 0.22 m0, permittivity = 16
N_D = 1.0e+14 cm^-3, N_A = 1.0e+13 cm^-3
kT = 0.8617 meV
Cyclotron energy = 1.5786 meV
u = 0.9160, sinh(u) = 1.0495
Factor u/sinh(u) = 0.8727
Small-u estimate 1-u^2/6 = 0.8602
Prefactor from lowest level 2u/(1-exp(-2u)) = 2.1812
Zero-point Boltzmann factor exp(-u) = 0.4001
N_c at B=0 = 6.3035e+16 cm^-3
N_c in field, zero-field edge = 5.5013e+16 cm^-3
N_c in field, lowest level = 1.3749e+17 cm^-3
Hydrogenic donor energy E_D = 11.692 meV
Donor depth below lowest level = 12.482 meV
K at B=0 = 4.0350e+10 cm^-3, in field = 3.5215e+10 cm^-3
n at B=0 = 3.4953e+11 cm^-3, in field = 3.0647e+11 cm^-3
n ratio, compensated = 0.8768
N_A=0: n at B=0 = 1.9887e+12, in field = 1.8590e+12 cm^-3
n ratio, N_A=0 = 0.9348
T =   5 K: u = 1.8319, factor = 0.60203
T =  10 K: u = 0.9160, factor = 0.87274
T =  20 K: u = 0.4580, factor = 0.96588
T =  77 K: u = 0.1190, factor = 0.99765
T = 300 K: u = 0.0305, factor = 0.99984
Lattice test u = 0.6: 0.94243, formula 0.94243
Lattice test u = 1.2: 0.79498, formula 0.79499
Lattice test u = 2.5: 0.41320, formula 0.41321
Neutrality solution, Fermi occupation: n = 3.0647e+11 cm^-3
Same with spin splitting: n = 3.0647e+11 cm^-3
Neglected effects (rough parameters):
Ellipsoid masses: m_t = 0.08, m_l = 1.6 m0
B along [001]: m_c = 0.1321, m_B = 0.5867 m0
Ellipsoid density-of-states mass = 0.2172 m0 per valley
Ellipsoid: u_c = 1.5253, factor = 0.6967
Isotropic donor radius = 3.849 nm
Isotropic donor shift = 0.0266 meV, K times 1.0314
Ellipsoid donor: E = 8.885 meV, a = 6.56 nm, b = 2.30 nm
Ellipsoid donor shift = 0.0832 meV, K times 1.1013
K(B)/K(0) with donor shift, isotropic = 0.9001
K(B)/K(0) with donor shift, ellipsoid = 0.7672
Spin splitting, g = 2: N_c times 1.0204
Degeneracy: relative fall in n at fixed mu = 1.4e-06
Mobility = 1e+05 cm2/Vs: width = 0.0526 meV
Gaussian broadening: N_c times 1.00187
Nonparabolicity, gap 0.8 eV: N_c times 1.00404
Valley-orbit splitting = 3.0 meV: K divided by 1.0923
Donor overlap N_D^(1/3) a = 0.0179 (dimensionless)
\end{verbatim}
